How the direct Auger activation factor changes with temperature

**Question**

I am stuck on an exercise about Auger recombination in a direct-gap semiconductor. The gap is 0.8 eV, the electron mass is 0.045 and the hole mass is 0.45, both in free-electron masses. I have to compute the change in the direct Auger activation factor between 300 K and 350 K.

I don't see where an activation energy comes from. Recombination releases the gap energy, so nothing seems to need activating, and exp(−E_g/k_BT) looks wrong. But if the barrier is zero, there is no change to compute. What is the barrier, how do the masses enter, and is the change in this factor the same as the change in the Auger coefficient?

**Answer**

You are right that energy is not in short supply. The difficulty is momentum. Suppose that all the carriers start at rest at the band edges. The electron that receives the gap energy must then have a large wavevector, but the total wavevector available is zero. The initial carriers must bring some momentum with them, and that costs kinetic energy. The least such cost is the activation energy.

The exercise doesn't say which Auger process is meant. I take the one with two electrons and one hole: one electron recombines with the hole, and the other is lifted higher in the same conduction band. "Direct" means that no phonon takes part. I assume isotropic parabolic bands with both edges at zero wavevector, no reciprocal-lattice vector in the momentum balance, and a gap and masses that don't change with temperature. The equations use atomic units, with ħ and the free-electron mass equal to 1; energies are quoted in eV.

**The two conservation laws**

Let the electrons start with wavevectors k₁ and k₂. One of them ends in an empty valence state k_v, the other in a conduction state K. Momentum conservation is k₁ + k₂ = k_v + K. The hole wavevector is defined as k_h = −k_v, so

K = k₁ + k₂ + k_h.

Measure energies from the valence-band top. The valence state lies at −k_h²/(2m_h), and energy conservation reads

2E_g + k₁²/(2m_e) + k₂²/(2m_e) = E_g + K²/(2m_e) − k_h²/(2m_h).

Moving the hole term to the left and subtracting E_g from both sides gives

K²/(2m_e) = E_g + T_i,

T_i = k₁²/(2m_e) + k₂²/(2m_e) + k_h²/(2m_h).

The final electron receives the gap energy plus all the initial kinetic energy T_i. We need the smallest T_i that satisfies both laws.

**The smallest initial kinetic energy**

Treat the initial carriers as three particles of total mass M = 2m_e + m_h. Their centre-of-mass velocity is V = K/M. Write each velocity as k_i/m_i = V + u_i. Then

T_i = ½MV² + V·Σm_i u_i + ½Σm_i u_i².

The middle term vanishes, because Σm_i u_i = K − MV = 0. Hence

T_i = E_cm + w, with E_cm = K²/(2M) and w = ½Σm_i u_i² ≥ 0.

The final electron's energy is K²/(2m_e) = (M/m_e)E_cm. Energy conservation becomes

(M/m_e)E_cm = E_g + E_cm + w.

Subtract E_cm from both sides and define

a = M/m_e − 1 = (m_e + m_h)/m_e.

This leaves aE_cm = E_g + w, so E_cm = (E_g + w)/a, and

T_i = E_g/a + w(1 + 1/a).

Since w cannot be negative, the minimum is at w = 0, where all three carriers have the same velocity:

E_a = E_g/a = E_g m_e/(m_e + m_h).

A separate numerical minimization under both conservation laws gave the same barrier for this mass pair and three others.

The limits show what the masses do. For m_h ≫ m_e the barrier tends to E_g m_e/m_h, which is small, because a heavy hole carries a given momentum at little energy cost. For equal masses it is E_g/2. For m_h ≪ m_e it approaches the full gap.

Here a = 0.495/0.045 = 11, so

E_a = 0.8 eV/11 = 0.0727 eV = 0.00267 hartree.

At equal velocity the kinetic energies are in proportion to the masses. Each electron has 0.0061 eV and the hole has 0.0606 eV. The final electron has 0.8 + 0.0727 = 0.8727 eV. The momentum also balances: twice 0.00448 plus 0.04477 gives 0.0537 inverse bohr.

**The activation factor**

For non-degenerate carriers at fixed densities, the probability of a set of initial wavevectors is proportional to exp(−T_i/k_BT). For every allowed event,

exp(−T_i/k_BT) = exp(−E_a/k_BT) exp[−w(1 + 1/a)/k_BT].

The first factor is common to all events, and it is the activation factor:

F(T) = exp(−E_a/k_BT).

The thermal energies are 0.025852 eV at 300 K and 0.030161 eV at 350 K. Therefore

F(300 K) = exp(−0.072727/0.025852) = exp(−2.813) = 0.0600,

F(350 K) = exp(−0.072727/0.030161) = exp(−2.411) = 0.0897.

The difference is 0.0297. For the ratio, subtract the exponents:

ln[F(T₂)/F(T₁)] = (E_a/k_B)(1/T₁ − 1/T₂) = 0.402,

F(350 K)/F(300 K) = exp(0.402) = 1.49.

**The activation factor rises by about 49 percent, from 0.060 to 0.090.**

**Is this also the change in the Auger coefficient?**

No. The coefficient also has a prefactor that depends on temperature. You can find it for the simplest case, a matrix element that is the same for all events. At fixed densities the coefficient is then proportional to R, the thermal average of the energy-conserving delta function.

Because T_i = E_cm + w has no cross term, E_cm and w are statistically independent. The centre-of-mass momentum has three components, so E_cm has the Maxwell energy density

P(E_cm) = (2/√π)(k_BT)^(−3/2) √E_cm exp(−E_cm/k_BT).

The relative motion has the other six of the nine components. A shell of radius r in six dimensions has volume proportional to r⁵dr. With w proportional to r², this is proportional to w²dw. After normalization,

p(w) = w² exp(−w/k_BT)/[2(k_BT)³].

The average is

R = ∫dw p(w) ∫dE_cm P(E_cm) δ(aE_cm − E_g − w).

The delta function sets E_cm = (E_g + w)/a and contributes a factor 1/a:

R = (1/a) ∫dw p(w) P((E_g + w)/a).

The exponentials combine into F(T) exp(−bw/k_BT), with b = 1 + 1/a = (a + 1)/a. Typical values of w are a few k_BT. If k_BT ≪ E_g, we can neglect w inside the square root, which becomes √(E_g/a) = √E_a. The remaining integral is

∫w² exp(−bw/k_BT)dw = 2(k_BT/b)³, taken from 0 to ∞.

Collecting the factors gives

R ≈ (2/√π) [1/(a k_BT)] √(E_a/k_BT) [a/(a + 1)]³ F(T).

So R varies as T^(−3/2)F(T) to leading order in k_BT/E_g. The power is negative because the carriers' momenta spread over a larger region as the temperature rises, which dilutes the probability density near threshold. There are nine momentum components, each with a spread proportional to √T, so the dilution goes as T^(−9/2). The range of momenta that contributes also grows, but this returns only the factor T³ from the integral over w. Between our two temperatures,

(350/300)^(−3/2) × 1.4946 = 0.7936 × 1.4946 = 1.186.

Doing the integral over w numerically, without neglecting w in the square root, gives 1.194. The small excess arises because the neglected w raises the square root, and does so more at the higher temperature. Random sampling of the three momentum vectors agreed with the integral to within 2 percent at each temperature, which was the tolerance of the test.

In this model, then, the coefficient rises by about 19 percent while F rises by 49 percent. Don't take the 19 percent as a prediction for a material, since it rests on the constant matrix element. Suppose instead that the squared matrix element were proportional to w near threshold. The integral would contain w³ in place of w² and would gain one more power of k_BT, so the prefactor would go as T^(−1/2). The exponential would stay the same.

**What if the process has two holes and one electron?**

If the final hole stays in the same parabolic valence band, the derivation is unchanged except that the two masses trade places:

E_a′ = E_g m_h/(m_e + m_h) = 0.727 eV.

The factor is then 6.1 × 10⁻¹³ at 300 K and 3.4 × 10⁻¹¹ at 350 K. It grows about 56-fold but remains tiny. The light electron is now the only partner of the two heavy holes, and the final heavy hole needs a large momentum to absorb the gap energy. A process that sends the hole into a different valence band has another threshold, which needs that band's energy offset and mass. Your data don't include them.

**Where the 49 percent could fail**

*The gap may change.* If it shrinks on heating, the barrier at 350 K is lower. As an illustration, take a reduction of 20 meV at 350 K, with 0.8 eV kept at 300 K. The barrier falls by 20/11 meV, a little under 2 meV, and the ratio of activation factors becomes 1.59 instead of 1.49.

*The band may not be parabolic.* The final electron lies 0.873 eV above the conduction-band edge, which is more than the gap itself. The parabola is an expansion about the edge, and nothing in the data justifies it that far up. Let E(K) be the true band energy, measured now from the conduction-band edge. Suppose that it lies below the parabola all the way from the edge, while the slow initial carriers are still described by their masses. Energy conservation is then E(K) = E_g + T_i, with T_i = K²/(2M) + w as before. The condition for an allowed event is E(K) − K²/(2M) = E_g + w ≥ E_g. With a lower E(K), this is first met at a larger K, provided that it can still be met. Since T_i ≥ K²/(2M), the barrier is then higher, and so is the ratio F(350 K)/F(300 K). If the band flattens so much that E(K) − K²/(2M) never reaches E_g, this process has no allowed event at all.

The effect can be large. A simple two-band estimate for the final electron is E(1 + E/E_g) = K²/(2m_e). With M/m_e = 12 and w = 0, the threshold condition becomes x² − 11x + 12 = 0, where x = E/E_g. The lower root is x = 1.228, so the barrier is 0.228E_g = 0.182 eV. The activation factor then rises by a factor of 2.7 instead of 1.49. The 49 percent is therefore the answer to the parabolic exercise, not an estimate for a real semiconductor with this gap.

*The carriers may be degenerate.* The factor exp(−T_i/k_BT) assumes that both quasi-Fermi levels lie in the gap, several k_BT from the band edges. At high injection this can fail. For this electron mass the effective density of states of the conduction band is only 2.4 × 10¹⁷ cm⁻³ at 300 K, so at 10¹⁸ cm⁻³ the electron quasi-Fermi level already lies inside the band. The occupations are then Fermi functions, and F(T) no longer factors out in this simple way. The threshold E_a follows from the conservation laws alone and is unaffected, as long as the bands themselves stay the same.

The numerical output below gives most of these values to more digits than the model deserves, so that you can check your own arithmetic.

Table of computed values

```
gap: 0.800 eV
electron mass: 0.045 free-electron masses
hole mass: 0.450 free-electron masses
temperatures: 300 K and 350 K
Boltzmann constant: 8.617333e-05 eV/K
thermal energy at 300 K: 0.025852 eV
thermal energy at 350 K: 0.030161 eV
ratio a = (m_e+m_h)/m_e: 11.0000
activation energy: 0.072727 eV = 0.002673 hartree
kinetic energy of each initial electron: 0.006061 eV
kinetic energy of initial hole: 0.060606 eV
kinetic energy of final electron: 0.872727 eV
wavevector of each initial electron: 0.004477 1/bohr
wavevector of initial hole: 0.044772 1/bohr
wavevector of final electron: 0.053726 1/bohr
exponent E_a/(k_B T) at 300 K: 2.81322
exponent E_a/(k_B T) at 350 K: 2.41133
activation factor at 300 K: 0.06001
activation factor at 350 K: 0.08970
change of its logarithm: 0.40189
ratio of activation factors: 1.4946
difference of activation factors: 0.02968
relative increase: 49.46 percent
rate density at 300 K, quadrature: 0.32093 1/eV
rate density at 300 K, sampling: 0.3205 1/eV
rate density at 350 K, quadrature: 0.38320 1/eV
rate density at 350 K, sampling: 0.3819 1/eV
factor (T2/T1)^(-3/2): 0.7936
rate ratio, leading form: 1.1861
rate ratio, quadrature: 1.1940
chosen gap reduction at 350 K: 20.0 meV
activation-factor ratio with reduced gap: 1.5875
two-hole process, activation energy: 0.727273 eV
two-hole process, factor at 300 K: 6.058e-13
two-hole process, factor at 350 K: 3.371e-11
two-hole process, ratio of factors: 55.64
```
